# Comment on deriving plasmon dispersion from adiabatic Thomas-Fermi hydrodynamics: test program

```python
"""Plasmon dispersion of a uniform electron gas: omega^2 = wp^2 + beta^2 q^2.

Result under test: the collisionless RPA plasmon has beta^2 = 3 vF^2/5, whereas
adiabatic Thomas-Fermi (TF) hydrodynamics gives vF^2/3. The difference comes
from the anisotropic (Legendre l=2) deformation of the Fermi sphere.

Hartree atomic units: hbar = m = e = 1, so vF = kF.
rs: density parameter, n0: density, wp: plasma frequency, q: wave number,
nu: rate of collisions conserving number and momentum, chi0: Lindhard response.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
rs = 2.0
n0 = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * n0) ** (1 / 3)
wp = np.sqrt(4 * np.pi * n0)
nodes, weights = np.polynomial.legendre.leggauss(200)
sphere_weights = 0.75 * weights * (1 - nodes**2)


# Nonlinear fluid on a periodic grid, with a numerical functional derivative.
def tf_energy_density(n):
    return 0.3 * (3 * np.pi**2) ** (2 / 3) * n ** (5 / 3)


def fluid_omega_squared(q, weizsaecker=0.0):
    points = 32
    x = np.arange(points) * 2 * np.pi / (q * points)
    k = q * np.fft.fftfreq(points, 1 / points)

    def derivative(f):
        return np.fft.ifft(1j * k * np.fft.fft(f)).real

    wave = np.cos(q * x)
    n = n0 * (1 + 1e-3 * wave)
    h = 1e-4 * n0
    potential = (tf_energy_density(n + h) - tf_energy_density(n - h)) / (2 * h)
    density_k = np.fft.fft(n - n0)
    hartree_k = np.zeros(points, dtype=complex)
    hartree_k[1:] = 4 * np.pi * density_k[1:] / k[1:] ** 2
    potential = potential + np.fft.ifft(hartree_k).real
    root = np.sqrt(n)
    potential -= weizsaecker * 0.5 * derivative(derivative(root)) / root
    acceleration = -derivative(potential)
    n_second_time_derivative = -derivative(n * acceleration)
    return -np.dot(n_second_time_derivative, wave) / np.dot(n - n0, wave)


q_fluid = 0.2 * kF
w2_tf = fluid_omega_squared(q_fluid)
w2_tfw = fluid_omega_squared(q_fluid, 1.0)
beta_tf = (w2_tf - wp**2) / (q_fluid * kF) ** 2
weizsaecker_q4 = (w2_tfw - w2_tf) / q_fluid**4
assert abs(beta_tf - 1 / 3) < 1e-4
assert abs(weizsaecker_q4 - 0.25) < 1e-3


# Quantum response from its two-term definition, above the pair continuum.
def chi0_dynamic(q, w):
    transition = q * kF * nodes + q**2 / 2
    terms = 1 / (w - transition) - 1 / (w + transition)
    return n0 * np.dot(sphere_weights, terms)


def plasmon(q, kernel=0.0):
    def condition(w):
        return 1 - (4 * np.pi / q**2 + kernel) * chi0_dynamic(q, w)
    return brentq(condition, 0.9 * wp, 2 * wp, xtol=1e-14, rtol=1e-14)


def beta_ratio(q, kernel=0.0):
    return (plasmon(q, kernel) ** 2 - wp**2) / (q * kF) ** 2


def beta_limit(kernel=0.0):
    q = 0.05 * kF
    return (4 * beta_ratio(q / 2, kernel) - beta_ratio(q, kernel)) / 3


beta_rpa = beta_limit()
assert abs(beta_rpa - 3 / 5) < 1e-4
q_a, q_b = 0.025 * kF, 0.05 * kF
q4_numeric = kF**2 * (beta_ratio(q_b) - beta_ratio(q_a)) / (q_b**2 - q_a**2)
q4_formula = 0.25 + 12 * kF**4 / (175 * wp**2)
assert abs(q4_numeric / q4_formula - 1) < 0.02

# Static response: principal-value integral over the Fermi sphere.
q_static = 0.05 * kF
pole = -q_static / (2 * kF)
integral = quad(lambda x: 1 - x**2, -1, 1, weight="cauchy", wvar=pole)[0]
chi0_static = -1.5 * n0 * integral / (q_static * kF)
beta_static = -n0 / (chi0_static * kF**2)
assert abs(beta_static - 1 / 3) < 5e-4


# Kinetic equation on the Fermi surface in normalized Legendre functions.
# Frequencies are in units of wp; kappa = q vF / wp.
def kinetic_mode(lmax, nu, kappa=0.02):
    ell = np.arange(1, lmax + 1)
    coupling = ell / np.sqrt(4 * ell**2 - 1)
    cosine = np.diag(coupling, 1) + np.diag(coupling, -1)
    interaction = np.eye(lmax + 1)
    interaction[0, 0] += 3 / kappa**2
    matrix = (kappa * cosine @ interaction).astype(complex)
    for level in range(2, lmax + 1):
        matrix[level, level] -= 1j * nu
    values, vectors = np.linalg.eig(matrix)
    index = np.argmax(values.real)
    w, c = values[index], vectors[:, index]
    beta = (w**2 - 1) / kappa**2
    quadrupole = c[2] / c[0] if lmax >= 2 else 0.0
    stiffness_xx = 5 * (1 / 3 + 2 * quadrupole / (3 * np.sqrt(5)))
    stiffness_yy = 5 * (1 / 3 - quadrupole / (3 * np.sqrt(5)))
    return w, beta, stiffness_xx, stiffness_yy


beta_l1 = kinetic_mode(1, 0.0)[1].real
beta_l2 = kinetic_mode(2, 0.0)[1].real
free_mode = kinetic_mode(40, 0.0)
collisional_mode = kinetic_mode(40, 1000.0)
assert abs(beta_l1 - 1 / 3) < 1e-5
assert abs(beta_l2 - 3 / 5) < 5e-4
assert abs(free_mode[1] - 3 / 5) < 5e-4
assert abs(free_mode[2] - 3) < 5e-3
assert abs(free_mode[3] - 1) < 5e-3
assert abs(collisional_mode[2] - 5 / 3) < 5e-3
assert abs(collisional_mode[3] - 5 / 3) < 5e-3
crossover = []
for nu in (0.0, 0.1, 1.0, 10.0, 1000.0):
    w, beta, _, _ = kinetic_mode(40, nu)
    predicted = 1 / 3 + (4 / 15) * w / (w + 1j * nu)
    assert abs(beta - predicted) < 5e-4
    crossover.append((nu, beta))


# Adiabatic local exchange: kernel from the exchange energy density.
def exchange_energy_density(n):
    return -0.75 * (3 / np.pi) ** (1 / 3) * n ** (4 / 3)


h = 1e-3 * n0
fx = (exchange_energy_density(n0 + h) - 2 * exchange_energy_density(n0)
      + exchange_energy_density(n0 - h)) / h**2
exchange_shift = n0 * fx / kF**2
beta_with_exchange = beta_limit(fx)
assert abs(exchange_shift + 1 / (3 * np.pi * kF)) < 1e-5
assert abs(beta_with_exchange - (3 / 5 + exchange_shift)) < 2e-4

# Plasmon energies for the worked example.
table = []
for ratio in (0.1, 0.2, 0.3, 0.4):
    q = ratio * kF
    rpa = plasmon(q)
    tf = np.sqrt(wp**2 + (q * kF) ** 2 / 3)
    law = np.sqrt(wp**2 + 3 * (q * kF) ** 2 / 5)
    quartic = np.sqrt(law**2 + q4_formula * q**4)
    assert rpa > q * kF + q**2 / 2
    assert abs(rpa - law) < abs(rpa - tf)
    assert abs(rpa - quartic) < 0.1 * abs(rpa - tf)
    table.append((ratio, rpa, tf, law, quartic))

print(f"density parameter rs = {rs:.1f} bohr")
print(f"density n = {n0:.6f} bohr^-3")
print(f"Fermi wave number kF = {kF:.5f} bohr^-1")
print(f"Fermi velocity vF = {kF:.5f} atomic units")
print(f"Fermi energy = {kF**2 / 2 * HARTREE_EV:.3f} eV")
print(f"plasma energy = {wp * HARTREE_EV:.3f} eV")
print("Coefficients beta^2/vF^2 (dimensionless):")
print(f"  TF fluid on grid = {beta_tf:.5f}")
print(f"  RPA plasmon, q->0 = {beta_rpa:.5f}")
print(f"  static Lindhard, q=0.05 kF = {beta_static:.5f}")
print(f"  kinetic chain l<=1 = {beta_l1:.5f}")
print(f"  kinetic chain l<=2 = {beta_l2:.5f}")
print(f"  kinetic chain l<=40 = {free_mode[1].real:.5f}")
print("q^4 coefficients in omega^2 (atomic units):")
print(f"  von Weizsaecker addition = {weizsaecker_q4:.5f}")
print(f"  RPA numerical = {q4_numeric:.5f}")
print(f"  RPA formula = {q4_formula:.5f}")
print("Stress stiffness (dP/P0)/(dn/n), dimensionless:")
print(f"  collisionless xx = {free_mode[2].real:.4f}")
print(f"  collisionless yy = {free_mode[3].real:.4f}")
print(f"  collisional (nu=1000 wp) xx = {collisional_mode[2].real:.4f}")
print(f"  collisional (nu=1000 wp) yy = {collisional_mode[3].real:.4f}")
print("Collisional crossover, complex beta^2/vF^2:")
for nu, beta in crossover:
    print(f"  nu/wp = {nu:.1f}: real {beta.real:.4f}, imag {beta.imag:.4f}")
print("Plasmon energies in eV:")
print("  q/kF     RPA      TF   3/5 law   with q^4")
for ratio, rpa, tf, law, quartic in table:
    energies = np.array([rpa, tf, law, quartic]) * HARTREE_EV
    print(f"  {ratio:.1f}  " + "  ".join(f"{e:.3f}" for e in energies))
ratio, rpa, tf, law, quartic = table[1]
print("At q = 0.2 kF:")
print(f"  wave number = {ratio * kF:.5f} bohr^-1")
print(f"  phase velocity / vF = {rpa / (ratio * kF**2):.3f}")
print(f"  RPA shift above plasma energy = {(rpa - wp) * HARTREE_EV:.3f} eV")
print(f"  TF shift above plasma energy = {(tf - wp) * HARTREE_EV:.3f} eV")
print(f"  TF shift / RPA shift = {(tf - wp) / (rpa - wp):.3f}")
length_tf = np.sqrt(1 / 3) * kF / wp
length_high = np.sqrt(3 / 5) * kF / wp
print(f"static screening length, beta^2=vF^2/3: {length_tf:.4f} bohr")
print(f"screening length if 3/5 is misused: {length_high:.4f} bohr")
print(f"ratio of these lengths = {length_high / length_tf:.4f}")
print(f"local exchange shift of beta^2/vF^2 = {exchange_shift:.5f}")
print(f"RPA plus local exchange beta^2/vF^2 = {beta_with_exchange:.5f}")
print("success")
```

Output:

```
density parameter rs = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wave number kF = 0.95958 bohr^-1
Fermi velocity vF = 0.95958 atomic units
Fermi energy = 12.528 eV
plasma energy = 16.664 eV
Coefficients beta^2/vF^2 (dimensionless):
  TF fluid on grid = 0.33333
  RPA plasmon, q->0 = 0.60000
  static Lindhard, q=0.05 kF = 0.33340
  kinetic chain l<=1 = 0.33333
  kinetic chain l<=2 = 0.60000
  kinetic chain l<=40 = 0.60003
q^4 coefficients in omega^2 (atomic units):
  von Weizsaecker addition = 0.25000
  RPA numerical = 0.40636
  RPA formula = 0.40504
Stress stiffness (dP/P0)/(dn/n), dimensionless:
  collisionless xx = 3.0001
  collisionless yy = 0.9999
  collisional (nu=1000 wp) xx = 1.6667
  collisional (nu=1000 wp) yy = 1.6667
Collisional crossover, complex beta^2/vF^2:
  nu/wp = 0.0: real 0.6000, imag 0.0000
  nu/wp = 0.1: real 0.5974, imag -0.0264
  nu/wp = 1.0: real 0.4667, imag -0.1333
  nu/wp = 10.0: real 0.3360, imag -0.0264
  nu/wp = 1000.0: real 0.3333, imag -0.0003
Plasmon energies in eV:
  q/kF     RPA      TF   3/5 law   with q^4
  0.1  16.777  16.726  16.776  16.777
  0.2  17.122  16.913  17.110  17.122
  0.3  17.716  17.219  17.651  17.710
  0.4  18.593  17.640  18.383  18.559
At q = 0.2 kF:
  wave number = 0.19192 bohr^-1
  phase velocity / vF = 3.417
  RPA shift above plasma energy = 0.459 eV
  TF shift above plasma energy = 0.249 eV
  TF shift / RPA shift = 0.544
static screening length, beta^2=vF^2/3: 0.9047 bohr
screening length if 3/5 is misused: 1.2138 bohr
ratio of these lengths = 1.3416
local exchange shift of beta^2/vF^2 = -0.11057
RPA plus local exchange beta^2/vF^2 = 0.48943
success
```
